\section*{Inelastic cotunnelling current through a metallic island}

\section{Theorem}

A metallic island is connected to two leads, L and R, by tunnel junctions of resistances $R_1$ and $R_2$. Its charging energy forbids an extra or a missing electron except as a virtual state. The current at low voltage and temperature is then, to leading order,
\begin{equation}
I=\frac{\hbar}{12\pi e^2R_1R_2}\left(\frac1{E_1}+\frac1{E_2}\right)^2
\left[(eV)^2+(2\pi kT)^2\right]V .
\label{law}
\end{equation}

Here $e>0$, the chemical potentials obey $\mu_L-\mu_R=eV$ with $V>0$, and $I$ is the magnitude of the current carried by electrons from L to R. At zero bias, $E_1$ is the energy needed to move an electron from the Fermi level of a lead to that of the island, and $E_2$ the energy needed for the reverse move. Both are positive, so the island has a stable electron number $n$. The electrostatic energy is quadratic in $n$ with leading coefficient $e^2/2C$, where $C$ is the total capacitance. Its second difference gives $E_1+E_2=e^2/C$; a gate voltage changes the two costs but not their sum.

The assumptions are as follows.
\begin{enumerate}
\item $R_1,R_2\gg h/e^2$, so the lowest order in each tunnel coupling suffices.
\item $eV,kT\ll E_1,E_2$, and thermally activated charging of the island is negligible.
\item The island levels form a continuum, and elastic cotunnelling, defined below, is negligible.
\item Leads and island have Fermi distributions at the same temperature $T$. Near the Fermi levels, the densities of states and the mean squared tunnel elements are constant.
\end{enumerate}

The proof needs the amplitude for one event, the number of electron--hole pairs available to it, and one integral.

\section{Lemma 1: the two orders of tunnelling add}

Let $c_k$, $d_p$ and $b_q$ annihilate electrons in L, the island and R; the labels include spin. The tunnel Hamiltonian is
\begin{equation}
H_T=\sum_{kp}t_{kp}\,d_p^\dagger c_k+\sum_{qp'}s_{qp'}\,b_q^\dagger d_{p'}+\text{h.c.}
\end{equation}
Consider an event in which one electron goes from $k$ to $p$ and another from $p'$ to $q$, with $p\ne p'$. Each level energy $\varepsilon$ is measured from the Fermi level of its own electrode. The event creates one electron--hole pair at each junction, with energies
\begin{equation}
x=\varepsilon_p-\varepsilon_k,\qquad y=\varepsilon_q-\varepsilon_{p'} .
\end{equation}

\paragraph{Claim.} To leading order the amplitude is
\begin{equation}
M=-t_{kp}s_{qp'}S,\qquad S=\frac1{E_1}+\frac1{E_2}.
\label{amp}
\end{equation}

\paragraph{Proof.} Second-order perturbation theory gives $M=\sum_m\langle f|H_T|m\rangle\langle m|H_T|i\rangle/(E_i-E_m)$. If $k\to p$ comes first, the island holds an extra electron in the intermediate state, and $E_m-E_i=E_1'+x$. If $p'\to q$ comes first, the island lacks an electron, and $E_m-E_i=E_2'+y$. Primes denote costs at finite bias, which differ from $E_1$ and $E_2$ by amounts of order $eV$.

The operator products for the two orders are $b_q^\dagger d_{p'}\,d_p^\dagger c_k$ and $d_p^\dagger c_k\,b_q^\dagger d_{p'}$. All four orbitals differ, so moving one pair of operators past the other makes four sign changes. The products are equal, and both orders reach the same state with the same sign:
\begin{equation}
M=-t_{kp}s_{qp'}\left(\frac1{E_1'+x}+\frac1{E_2'+y}\right).
\label{fullamp}
\end{equation}
The relevant $x$ and $y$ are of order $eV$ or $kT$. Dropping them and the bias shifts gives \eqref{amp}. $\square$

The charge on the island is unchanged after the event, but the island keeps an electron at $p$ and a hole at $p'$. This is why the process is called inelastic. The given final state has no other second-order route, since $H_T$ does not connect the leads directly. Different final states are orthogonal, so their probabilities add. The excluded case $p=p'$ leaves no excitation on the island and is elastic cotunnelling.

The sign can be checked by exact diagonalization of four orbitals, with costs 0.6 and 0.4~meV, $x=-y=0.03$~meV and both hoppings equal to 0.001~meV. Equal hoppings give the degenerate initial and final states equal second-order shifts, so their splitting is $2|M|$. The exact value is 8.580~neV; adding the amplitudes gives 8.580~neV and subtracting them 2.231~neV.

\section{Lemma 2: pairs at one junction}

Let $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$. For pairs of energy $x$ define
\begin{equation}
F(x)=\int_{-\infty}^{\infty}f(\varepsilon)\,[1-f(\varepsilon+x)]\,d\varepsilon .
\end{equation}

\paragraph{Claim.}
\begin{equation}
F(x)=\frac{x}{1-e^{-x/kT}},\quad F(-x)=e^{-x/kT}F(x),\quad F(x)-F(-x)=x .
\label{pair}
\end{equation}

\paragraph{Proof.} Put $A=e^{\varepsilon/kT}$ and $B=e^{x/kT}$. Then
\begin{align}
f(\varepsilon)[1-f(\varepsilon+x)]&=\frac{AB}{(1+A)(1+AB)},\\
f(\varepsilon)-f(\varepsilon+x)&=\frac{A(B-1)}{(1+A)(1+AB)} .
\end{align}
The first expression is the second divided by $1-1/B=1-e^{-x/kT}$. The integral of $f(\varepsilon)-f(\varepsilon+x)$ vanishes at $x=0$ and has derivative $-\int f'(\varepsilon+x)\,d\varepsilon=1$ with respect to $x$, so it equals $x$. This proves the first relation. Replacing $x$ by $-x$ gives $F(-x)=x/(e^{x/kT}-1)$, which is the second; subtraction gives the third. $\square$

This lemma also relates the tunnel elements to the resistances. Let $A_j$ be the mean squared tunnel element of junction $j$ times the densities of states on its two sides, summed over spins. It is dimensionless. Let $R_j$ be the resistance of the junction between electrodes held at fixed potentials, without a charging cost. At a voltage $V_j$ the golden rule gives
\begin{equation}
I_j=e\,\frac{2\pi}{\hbar}A_j\,[F(eV_j)-F(-eV_j)]
=\frac{2\pi e^2}{\hbar}A_jV_j .
\end{equation}
Hence
\begin{equation}
A_j=\frac{\hbar}{2\pi e^2R_j}.
\label{res}
\end{equation}

\section{Lemma 3: a thermal integral}

Let $n(z)=1/(e^{z/kT}-1)$ and $W>0$. Let $g$ be a polynomial with $g(0)=0$ and $g(W-x)=g(x)$.

\paragraph{Claim.}
\begin{multline}
\int_{-\infty}^{\infty}g(x)[n(x)-n(x-W)]\,dx\\
=\int_0^Wg(x)\,dx+2\int_0^\infty n(z)[g(z)-g(-z)]\,dz .
\label{integral}
\end{multline}

\paragraph{Proof.} Since $n(-z)=-1-n(z)$, one can write
\begin{equation}
n(z)=-\theta(-z)+\operatorname{sgn}(z)\,n(|z|),
\end{equation}
where $\theta$ is the unit step. The step parts of $n(x)-n(x-W)$ combine to $\theta(W-x)-\theta(-x)$, which is one for $0<x<W$ and zero elsewhere. They give the first integral.

The thermal part of $n(x)$ gives $\int g(x)\operatorname{sgn}(x)n(|x|)\,dx=\int_0^\infty n(z)[g(z)-g(-z)]\,dz$. In the thermal part of $-n(x-W)$ put $z=W-x$. Then $g(x)=g(z)$ and $-\operatorname{sgn}(x-W)=\operatorname{sgn}(z)$, so it gives the same integral again. The zeros of $g$ at $0$ and $W$ cancel the poles of $n$, and each piece converges. $\square$

Expanding $n(z)=\sum_{m\ge1}e^{-mz/kT}$ for $z>0$ and integrating term by term gives
\begin{align}
\int_0^\infty zn\,dz&=(kT)^2\sum_m\frac1{m^2}=\frac{\pi^2(kT)^2}{6},\\
\int_0^\infty z^3n\,dz&=6(kT)^4\sum_m\frac1{m^4}=\frac{\pi^4(kT)^4}{15}.
\end{align}

\section{Proof of the theorem}

An electron transferred from L to R releases the energy $W=eV$, which pays for the two pairs: $x+y=W$. The golden rule with \eqref{amp}, and with a factor $f(1-f)$ for each pair, gives the forward rate
\begin{equation}
\Gamma(W)=\frac{2\pi}{\hbar}S^2A_1A_2\,J(W),\quad
J(W)=\int_{-\infty}^{\infty}F(x)F(W-x)\,dx .
\end{equation}
By \eqref{res} the prefactor is
\begin{equation}
\frac{2\pi}{\hbar}A_1A_2=\frac{2\pi}{\hbar}\,\frac{\hbar^2}{4\pi^2e^4R_1R_2}
=\frac{\hbar}{2\pi e^4R_1R_2}.
\end{equation}
The infinite limits are harmless. Outside $0<x<W$ the integrand falls off as $e^{-|x|/kT}$ or $e^{-(x-W)/kT}$, apart from powers, long before the approximation $|x|\ll E_1,E_2$ fails.

For a transfer from R to L the same two costs enter at leading order, and the released energy is $-W$. Changing $x$ to $-x$ in $J(-W)$ and using \eqref{pair},
\begin{equation}
J(-W)=\int F(-x)F(-(W-x))\,dx=e^{-W/kT}J(W).
\label{balance}
\end{equation}
This is detailed balance between the two directions. The net rate therefore contains
\begin{equation}
J(W)-J(-W)=\int x(W-x)\,\frac{1-ab}{(1-a)(1-b)}\,dx,
\end{equation}
with $a=e^{-x/kT}$ and $b=e^{-(W-x)/kT}$. Because $1/(1-a)=1+n(x)$ and $a/(1-a)=n(x)$, and likewise for $b$,
\begin{align}
\frac{1-ab}{(1-a)(1-b)}
&=[1+n(x)][1+n(W-x)]-n(x)n(W-x)\notag\\
&=1+n(x)+n(W-x)=n(x)-n(x-W).
\label{weight}
\end{align}
Lemma 3 applies with $g(x)=x(W-x)$, for which $g(z)-g(-z)=2Wz$:
\begin{align}
J(W)-J(-W)&=\frac{W^3}{6}+4W\,\frac{\pi^2(kT)^2}{6}\notag\\
&=\frac W6\left[W^2+(2\pi kT)^2\right].
\label{net}
\end{align}
Finally,
\begin{equation}
I=e[\Gamma(eV)-\Gamma(-eV)]
=\frac{\hbar S^2}{2\pi e^3R_1R_2}\,\frac{eV}{6}\left[(eV)^2+(2\pi kT)^2\right],
\end{equation}
which is \eqref{law}. $\square$

\section{Remarks on limits and validity}

\paragraph{Zero temperature.} The bias energy is shared between two pairs. There are $x$ ways, per unit energy, to place a pair of energy $x$ at one junction and $eV-x$ ways at the other. Integration over the division gives $(eV)^3/6$, hence $I\propto V^3$ and no linear conductance.

\paragraph{Small voltage.} For $eV\ll2\pi kT$ thermal excitations open the phase space, and
\begin{equation}
G=\frac{I}{V}=\frac{\pi\hbar(kT)^2}{3e^2R_1R_2}\left(\frac1{E_1}+\frac1{E_2}\right)^2 .
\label{conductance}
\end{equation}
The linear and cubic parts of the current are equal at $eV=2\pi kT$.

\paragraph{Elastic cotunnelling.} An elastic event leaves a single pair, a hole in L and an electron in R. If its amplitude is nonzero and varies little near the Fermi levels, its net phase space is $F(eV)-F(-eV)=eV$. Its current is then linear in $V$ even at $T=0$, and it exceeds \eqref{law} when both $V$ and $T$ are low enough. Assumption 3 excludes that region.

\paragraph{Real charging.} An electron can also enter or leave the island for good if thermal energy pays the cost. By \eqref{pair}, a move costing $E\gg kT$ has a rate proportional to $F(-E)\simeq Ee^{-E/kT}$. This sequential current is exponentially small deep in the blockade, but it grows rapidly with temperature and near a charge degeneracy, where $E_1$ or $E_2$ vanishes. There \eqref{law} fails, and its divergence is not physical.

\section{Proposition: the first energy correction}

Let the bias be symmetric about the island potential, $\mu_L=eV/2$ and $\mu_R=-eV/2$. At lowest order in the tunnel couplings, with real charging left out, the first relative correction to \eqref{law} is
\begin{equation}
\frac{\delta I}{I}=
\left(\frac3{E_1^2}+\frac3{E_2^2}-\frac4{E_1E_2}\right)
\frac{(eV)^2+(4\pi kT)^2}{20}.
\label{correction}
\end{equation}

\paragraph{Proof.} Forward events have $E_1'=E_1-eV/2$ and $E_2'=E_2-eV/2$. With $x=eV/2+u$ and $y=eV/2-u$, the denominators in \eqref{fullamp} become $E_1+u$ and $E_2-u$. For backward events the bias shifts are $+eV/2$, and $x=-eV/2+u$, $y=-eV/2-u$ lead to the same denominators. Both directions thus contain
\begin{equation}
S(u)=\frac1{E_1+u}+\frac1{E_2-u}
=\frac{S}{(1+u/E_1)(1-u/E_2)},
\end{equation}
whose square is
\begin{equation}
S(u)^2=S^2\left[1+2\left(\frac1{E_2}-\frac1{E_1}\right)u
+\left(\frac3{E_1^2}+\frac3{E_2^2}-\frac4{E_1E_2}\right)u^2+\dots\right].
\end{equation}

By detailed balance the net weight is $(1-e^{-W/kT})F(W/2+u)F(W/2-u)$ with $W=eV$. It is even in $u$, so the linear term vanishes. For the mean of $u^2$, use \eqref{weight} and apply Lemma 3 to $g(x)=(x-W/2)^2x(W-x)$. The two ingredients are
\begin{align}
\int_0^Wg\,dx&=\int_{-W/2}^{W/2}u^2\left(\frac{W^2}4-u^2\right)du=\frac{W^5}{120},\\
g(z)-g(-z)&=4Wz^3+\tfrac12W^3z .
\end{align}
The weighted integral of $u^2$ is therefore
\begin{align}
&\frac{W^5}{120}+\frac{8\pi^4(kT)^4W}{15}+\frac{\pi^2(kT)^2W^3}{6}\notag\\
&\quad=\frac{W}{120}\left[W^2+(2\pi kT)^2\right]\left[W^2+(4\pi kT)^2\right].
\end{align}
Division by \eqref{net} gives $\langle u^2\rangle=[W^2+(4\pi kT)^2]/20$, and \eqref{correction} follows. $\square$

The first bracket in \eqref{correction} equals $1/E_1^2+1/E_2^2+2(1/E_1-1/E_2)^2$, so the correction is positive. If instead $\mu_L=\alpha eV$ and $\mu_R=-(1-\alpha)eV$, then $u$ in the denominators is replaced by $u-(\alpha-\tfrac12)eV$. This adds a relative correction $(1-2\alpha)eV(1/E_2-1/E_1)$, linear in $V$, which vanishes for $E_1=E_2$. It also adds $(\alpha-\tfrac12)^2(eV)^2$ times the first bracket in \eqref{correction}, which does not vanish then. The leading law is unaffected, but these terms can be much larger than \eqref{correction}: with the values of the example below, $\alpha=0$ raises the current by about 12\% and $\alpha=1$ lowers it by about 6\%.

\section{Worked example}

Take the model values $R_1=100$~k$\Omega$, $R_2=150$~k$\Omega$, $E_1=0.6$~meV, $E_2=0.4$~meV, $T=100$~mK and $V=100$~$\mu$V, with the bias symmetric. Then $C=e^2/(E_1+E_2)=160$~aF, $kT=8.617$~$\mu$eV and $2\pi kT=54.14$~$\mu$eV. The factors of \eqref{law} are
\begin{align}
\frac{\hbar}{12\pi e^2R_1R_2}&=7.265\times10^{-9}\ \text{S},\\
S&=\frac1{0.6}+\frac1{0.4}=4.167\ \text{meV}^{-1},\\
(eV)^2+(2\pi kT)^2&=10000+2932=12932\ \mu\text{eV}^2 .
\end{align}
With $12932\ \mu\text{eV}^2=0.012932\ \text{meV}^2$,
\begin{equation}
I=7.265\times10^{-9}\times(4.167)^2\times0.012932\times10^{-4}\ \text{A}
=163\ \text{fA}.
\end{equation}
The cubic part is 126~fA and the linear part 37~fA. The voltage lies above the crossover at 54~$\mu$V, so the cubic part is the larger. The linear conductance \eqref{conductance} is $3.70\times10^{-10}$~S. Since $eV/kT=11.6$, detailed balance suppresses the backward current to $1.5\times10^{-3}$~fA.

A golden-rule sum over discrete levels, with constant denominators, also gives 163~fA; this tests the integral and the prefactor. Keeping the excitation energies in the denominators, with $|u|<0.7E_2$ to leave out real charging, gives the following currents.

\begin{center}
\begin{tabular}{rrr}
$V$ ($\mu$V) & law (fA) & full sum (fA)\\
25 & 11.2 & 11.3\\
50 & 34.3 & 34.5\\
100 & 163 & 165\\
200 & 1083 & 1114
\end{tabular}
\end{center}

At 100~$\mu$V the sum exceeds the law by 1.16\% of the law, while \eqref{correction} predicts 1.13\%. With both costs four times larger the figures are 0.0708\% and 0.0707\%, as expected if the remaining difference comes from higher powers of energy over cost.

A master equation with three charge states gives a sequential current of $3.5\times10^{-12}$~fA, so real charging is negligible here. The resistances are only about 4 and 6 times $h/e^2=25.8$~k$\Omega$. Higher orders in the tunnel couplings, which are not calculated here, may therefore exceed the one-per-cent energy correction. The agreement above tests the lowest-order theory, not the neglect of those orders.

Assumptions 3 and 4 depend on the volume $\Omega$ of the island, which the model does not fix. Half of the power $IV$, about $8\times10^{-18}$~W, is left in the island and must pass to the phonons at a rate $\Sigma\Omega(T_e^5-T^5)$. With a copper-like $\Sigma\approx2\times10^9$~W\,m$^{-3}$K$^{-5}$, a volume of $10^{-21}$~m$^3$ gives an island electron temperature $T_e\approx107$~mK and about 2\% more current, and $10^{-22}$~m$^3$ gives about 140~mK and 10\% more. Elastic cotunnelling, estimated from the free-electron level spacing, adds roughly 0.6\% and 6\% for these volumes. In a real device of this size both effects can match or exceed the energy correction.

\section*{Table of computed values}
\begin{verbatim}
R1, R2 = 100, 150 kOhm
h/e^2 = 25.813 kOhm
E1, E2 = 0.60, 0.40 meV
total capacitance e^2/(E1+E2) = 160.22 aF
T = 100 mK, V = 100 uV
kT = 8.6173 ueV
2 pi kT = 54.144 ueV
crossover voltage 2 pi kT/e = 54.144 uV
1/E1 + 1/E2 = 4.1667 1/meV
hbar/(12 pi e^2 R1 R2) = 7.26496e-09 S
bracket (eV)^2+(2 pi kT)^2 = 12931.6 ueV^2
current, law = 163.103 fA
  part cubic in V = 126.128 fA
  part linear in V = 36.976 fA
current, level sum, constant denominators = 163.103 fA
forward current = 163.105 fA
backward current = 1.488e-03 fA
linear conductance G = 3.6976e-10 S
first relative correction, formula = 1.132 %
relative correction, level sum = 1.164 %
same, E1 and E2 times 4: formula = 0.0707 %, sum = 0.0708 %
sequential current = 3.526e-12 fA
resistances from level sums = 100.000, 150.000 kOhm
four-orbital model: add, remove, x, hop = 0.6, 0.4, 0.03, 0.001 meV
  exact splitting = 8.5798 neV
  amplitudes added = 8.5800 neV
  amplitudes subtracted = 2.2308 neV
V (uV) | law (fA) | level sum with full denominators (fA)
25 | 11.215 | 11.288
50 | 34.254 | 34.513
100 | 163.103 | 165.001
200 | 1082.973 | 1113.877
\end{verbatim}
